# Molecular X-Ray Scattering Factors from Hermite Gaussians, Checked on Water, part 2

The problem is to calculate the scattering factor $F(\mathbf q)$ of a molecule, the Fourier transform of its electron number density $\rho$, from Gaussian orbitals. Atomic units are used unless stated otherwise: lengths in bohr, $q$ in bohr$^{-1}$, $F$ in electrons. For elastic scattering through the angle $2\theta$ at wavelength $\lambda$,

$$q=2\,\frac{2\pi}{\lambda}\sin\theta=\frac{4\pi\sin\theta}{\lambda}. \tag{3}$$

Two primitive Gaussians $g_a,g_b$ have exponents $a,b$, centres $\mathbf A,\mathbf B$ and Cartesian powers $i_k,j_k$. With $p=a+b$ and $\mathbf P=(a\mathbf A+b\mathbf B)/p$, their product has the transform

$$T_{ab}(\mathbf q)=\int g_a g_b\,e^{i\mathbf q\cdot\mathbf r}\,d^3r=\left(\frac{\pi}{p}\right)^{3/2}e^{-q^2/4p}\,e^{i\mathbf q\cdot\mathbf P}\prod_k\sum_{t=0}^{i_k+j_k}E_t^{i_kj_k}(iq_k)^t. \tag{1}$$

The real coefficients $E_t^{ij}$ do not depend on $\mathbf q$. In one direction they are defined by

$$(x-A)^i(x-B)^j e^{-a(x-A)^2-b(x-B)^2}=\sum_{t=0}^{i+j}E_t^{ij}\Lambda_t(x), \tag{7}$$

where $\Lambda_t$ is the $t$-th derivative of $e^{-p(x-P)^2}$ with respect to $P$.

Each real orbital is a fixed sum of primitives, $\phi_\mu=\sum_ac_{\mu a}g_a$. With the real, symmetric, spin-summed density matrix $D_{\mu\nu}$, the density is $\rho=\sum_{\mu\nu}D_{\mu\nu}\phi_\mu\phi_\nu$, and

$$F(\mathbf q)=\int\rho(\mathbf r)e^{i\mathbf q\cdot\mathbf r}d^3r=\sum_{\mu\nu}D_{\mu\nu}T_{\mu\nu}(\mathbf q), \tag{2}$$

$$F(\mathbf q)=\sum_{\mu\nu}D_{\mu\nu}T_{\mu\nu}(\mathbf q),\qquad T_{\mu\nu}=\sum_{ab}c_{\mu a}c_{\nu b}T_{ab}. \tag{13}$$

Moving the whole molecule by $\mathbf u$ multiplies $F$ by $e^{i\mathbf q\cdot\mathbf u}$, so phases depend on the origin and $|F|$ does not.

The computed results at the end begin with a one-dimensional test pair: the product in (7) with $i=2$, $j=1$, $a=1.2$ and $b=0.7$ bohr$^{-2}$, $A=0$, $B=1.5$ bohr, transformed at $q=1.3$ bohr$^{-1}$. There $E_t$ stands for $E_t^{21}$.

### Small $q$: charge and moments

Expand the exponential in (2) to second order:

$$F(\mathbf q)=N+i\mathbf q\cdot\langle\mathbf r\rangle-\frac12\sum_{kl}q_kq_l\langle r_kr_l\rangle+O(q^3). \tag{14}$$

Here $N=\int\rho\,d^3r$ and $\langle f\rangle=\int\rho f\,d^3r$, a sum over all electrons and not an average per electron. Thus $F(0)$ checks normalization, the slope checks the first moment, and the curvature checks the second.

The orientation average of the intensity follows from (14). To second order,

$$|F|^2=N^2-N\sum_{kl}q_kq_l\langle r_kr_l\rangle+(\mathbf q\cdot\langle\mathbf r\rangle)^2.$$

The average of $q_kq_l$ over directions is $q^2\delta_{kl}/3$, which gives

$$\overline{|F|^2}=N^2-\frac{q^2}{3}\left[N\langle r^2\rangle-|\langle\mathbf r\rangle|^2\right]+O(q^4). \tag{15}$$

The bracket is $N$ times the second moment about the centroid $\langle\mathbf r\rangle/N$, so it is independent of the origin. A more compact density loses intensity more slowly at small $q$.

### All $q$ together: the Coulomb energy

The classical Coulomb energy of the electron density is $E_J=\frac12\int\rho V\,d^3r$, where $\nabla^2V=-4\pi\rho$. In Fourier space $\nabla^2$ becomes $-q^2$, so the transform of $V$ is $4\pi F/q^2$. Parseval's theorem with our convention has the factor $(2\pi)^{-3}$:

$$E_J=\frac12\int\frac{d^3q}{(2\pi)^3}\frac{4\pi|F|^2}{q^2}.$$

Writing $d^3q=q^2dq\,d\Omega$ cancels the denominator. The angular integral is $4\pi\overline{|F|^2}$, and the constants combine to $\frac12(4\pi)^2/(2\pi)^3=1/\pi$:

$$E_J=\frac1\pi\int_0^\infty\overline{|F(q)|^2}\,dq. \tag{16}$$

This compares the scattering factors over the whole range of $q$ with two-electron integrals computed in another way. It does not test the phase of $F$, which is why a comparison of complex amplitudes is needed too.

### The free-atom reference

A useful reference places spherical free-atom densities at the nuclei. With oxygen at the origin and hydrogens at $\mathbf R_1,\mathbf R_2$,

$$F_{\rm at}(\mathbf q)=f_{\rm O}(q)+f_{\rm H}(q)\left(e^{i\mathbf q\cdot\mathbf R_1}+e^{i\mathbf q\cdot\mathbf R_2}\right). \tag{17}$$

To average its intensity we need

$$\overline{e^{i\mathbf q\cdot\mathbf R}}=\frac12\int_{-1}^{1}e^{iqRc}\,dc=\frac{\sin qR}{qR}.$$

The square of (17) contains two oxygen–hydrogen cross terms and one hydrogen–hydrogen term, each with a factor 2. With $R=R_{\rm OH}$ and $R'=|\mathbf R_1-\mathbf R_2|$, the result is the Debye formula

$$\overline{|F_{\rm at}|^2}=f_{\rm O}^2+2f_{\rm H}^2+4f_{\rm O}f_{\rm H}\frac{\sin qR}{qR}+2f_{\rm H}^2\frac{\sin qR'}{qR'}. \tag{18}$$

The difference between molecule and reference is the effect on the scattering of bonding, within the chosen electronic-structure model.

### Water: model and checks

The geometry is chosen as $R_{\rm OH}=0.96$ Å $=1.8141$ bohr with an angle of $104.5^\circ$. Oxygen is at the origin, the twofold axis is $z$, and the hydrogens lie in the $yz$ plane at positive $z$. The density comes from restricted Hartree–Fock theory in the 6-31G(d,p) basis with six Cartesian $d$ functions: 25 orbitals built from 42 primitives. The energy is $-76.023$ hartree. This level omits electron correlation, whose effect is not estimated here. It also has a finite-basis error: the digits given below describe this basis, not the Hartree–Fock limit. In the much larger aug-cc-pVQZ basis the molecular amplitudes along the twofold axis change by up to 0.04 electrons (at $q=1$, $7.40+0.88i$ becomes $7.36+0.91i$; at $q=3$ the imaginary part goes from $-0.020$ to $-0.001$), and the averaged molecular intensities change by up to 1.4%.

At $\mathbf q=(0.7,-1.1,1.9)$ bohr$^{-1}$ both equation (13) and three-dimensional quadrature give

$$F=3.534679-0.010082i\ \text{electrons}.$$

At this vector and at $(2,3,-4)$ bohr$^{-1}$ every orbital pair was compared. The largest absolute deviation was $2.6\times10^{-7}$. The Coulomb energy is 46.816386 hartree both from (16) and from two-electron integrals.

The expansion at small $q$ gives $N=10.000$, $\langle z\rangle=1.361$ e bohr and $\langle z^2\rangle=6.51$ e bohr$^2$. Each hydrogen has $z_{\rm H}=1.8141\cos52.25^\circ=1.1106$ bohr. Oxygen contributes nothing to the nuclear dipole about the origin, so the molecular dipole is

$$d_z=2(1.1106)-1.3608=0.860\ \text{e bohr}=2.19\ \text{debye}.$$

This value is not converged in the basis: aug-cc-pVTZ and aug-cc-pVQZ give $\langle z\rangle=1.44$ e bohr and 1.98 debye at the same level and geometry. The dipole points from oxygen towards the hydrogens. The electronic moment is subtracted because electrons carry negative charge.

### Amplitudes along the twofold axis

Both molecule and free atoms are calculated in the same basis. The free oxygen density is from unrestricted Hartree–Fock theory for the triplet, averaged over directions. Amplitudes are in electrons.

| $q$ (bohr$^{-1}$) | Molecule | Free atoms |
|---:|:---:|:---:|
| 0.5 | $9.233+0.609i$ | $9.077+0.938i$ |
| 1 | $7.402+0.883i$ | $7.052+1.153i$ |
| 2 | $3.881+0.496i$ | $3.780+0.397i$ |
| 3 | $2.325-0.020i$ | $2.427-0.037i$ |
| 4 | $1.837-0.154i$ | $1.905-0.082i$ |
| 6 | $1.490-0.009i$ | $1.480+0.008i$ |

The value $q=2$ bohr$^{-1}$ corresponds to $\sin\theta/\lambda=q/4\pi=0.301$ Å$^{-1}$.

At $q=0.5$ equation (14) gives a real part $10-\frac12(0.25)(6.51)=9.19$ and an imaginary part $0.5(1.361)=0.68$. The full values are 9.23 and 0.61; the differences are the omitted higher moments. The smaller molecular imaginary part has a direct origin at small $q$. Neutral spherical atoms have $\langle z\rangle=2z_{\rm H}=2.22$ e bohr, against 1.36 in the molecule. The electronic centroid has moved towards oxygen.

For the free atoms the imaginary part is $2f_{\rm H}\sin(qz_{\rm H})$. The sine changes sign at $q=\pi/1.1106=2.83$ and again at 5.66 bohr$^{-1}$. This accounts for the signs in the last column, since $f_{\rm H}$ is positive there. At $q=6$ the molecule has the opposite sign, but both imaginary parts are small beside the real parts: the phases are $-0.006$ and $+0.006$ rad. The sign depends on the choice of origin; the phase difference of about $0.012$ rad does not, and it is the error made by taking over the free-atom phase at this $q$ along the twofold axis; other directions give other values. The size also depends on the basis: in triple- and quadruple-zeta bases the phase difference is 0.007 to 0.008 rad, with the same signs.

### One-centre and two-centre parts

Let $F_1$ collect the terms with both orbitals on one atom, and $F_2$ those with orbitals on different atoms.

| $q$ | $F_1$ (electrons) | $F_2$ (electrons) |
|---:|:---:|:---:|
| 0 | $8.820$ | $1.180$ |
| 1 | $6.766+0.019i$ | $0.636+0.864i$ |
| 2 | $3.892-0.171i$ | $-0.011+0.667i$ |
| 4 | $1.919-0.213i$ | $-0.081+0.059i$ |
| 6 | $1.492-0.020i$ | $-0.002+0.011i$ |

Without the two-centre terms 1.18 of the ten electrons would be missing. At $q=2$ the imaginary part would also have the wrong sign: $-0.171$ instead of $-0.171+0.667=0.496$.

The ratio $|F_2|/|F_1|$ is 0.13 at $q=0$, rises to 0.17 at $q=2$, and falls to 0.008 at $q=6$. The two-centre share therefore does not decrease steadily from the origin.

The split depends on the basis. In the extreme case of a basis placed entirely on oxygen, $F_2$ is zero by construction, whatever density that basis describes. The sum $F_1+F_2$ is the transform of the density; the two parts are not separately observable.

### Average over orientations

The averaged intensities, in squared electrons, are:

| $q$ | Molecule | Free atoms | Difference |
|---:|---:|---:|---:|
| 0.5 | 85.76 | 83.28 | $+3.0\%$ |
| 1 | 56.24 | 51.83 | $+8.5\%$ |
| 2 | 16.96 | 16.25 | $+4.4\%$ |
| 3 | 6.47 | 6.73 | $-4.0\%$ |
| 4 | 3.67 | 3.76 | $-2.2\%$ |
| 6 | 2.122 | 2.123 | $-0.03\%$ |

Percentages are relative to the free atoms. In triple- and quadruple-zeta bases they shift by up to 0.4 points ($+8.5\%$ becomes $+8.1\%$ in aug-cc-pVQZ) and keep their signs for $q\le4$; at $q=6$ the difference stays below 0.1% in size and its sign depends on the basis. By equation (15), the greater molecular intensity at $q=0.5$ suggests a density more compact about its centroid than the superposed atoms. The second moment of the latter was not computed separately, so the table supports this reading without proving it.

At $q=6$ the averages nearly coincide, whereas the complex amplitudes along $z$ differ by

$$|(1.4898-1.4797)+i(-0.0089-0.0083)|=0.020\ \text{electrons},$$

or 1.35% of the free-atom amplitude (0.013 to 0.014 electrons, about 1%, in triple- and quadruple-zeta bases). Agreement of an averaged intensity does not imply agreement of the amplitude in each direction.

### Where a Gaussian basis fails

At large $q$ each term in (1) is a polynomial times $e^{-q^2/4p}$. A finite sum therefore falls at least as fast as a polynomial times $e^{-q^2/4p_{\max}}$, where $p_{\max}$ is the largest exponent sum. A density with a nuclear cusp behaves differently. For a spherical density,

$$f(q)=\frac{4\pi}{q}\int_0^\infty r\rho(r)\sin(qr)\,dr.$$

Set $h=r\rho$. Integrating by parts gives $h(0)/q-h''(0)/q^3+\cdots$ for the integral. Since $h(0)=0$ and $h''(0)=2\rho'(0)$, the leading tail is $f\simeq-8\pi\rho'(0)/q^4$. It is present when the radial slope at the nucleus is nonzero.

For the nonrelativistic hydrogen atom with a fixed point nucleus, $\rho=e^{-2r}/\pi$, and the integral can be done in full:

$$f_{\rm H}=\frac4q\,\mathrm{Im}\frac{1}{(2-iq)^2}=\frac4q\,\frac{4q}{(4+q^2)^2}=\frac{1}{(1+q^2/4)^2}. \tag{19}$$

At $q=2$ bohr$^{-1}$ the basis gives 0.2492, against 0.2500 from (19). At $q=40$ bohr$^{-1}$ it gives $4.7\times10^{-9}$, against $6.2\times10^{-6}$: too small by a factor of about 1300. The analytic transform remains correct for the Gaussian density, but that density has lost the cusp. Tighter functions move the failure to larger $q$; a finite number of them cannot produce the $q^{-4}$ tail.

## Computed results

```
1D pair: powers 2 1  a, b = 1.2 0.7 bohr^-2
A, B = 0.0, 1.5 bohr; q = 1.3 bohr^-1
p = 1.9000 bohr^-2, P = 0.552632 bohr
E_0 = -0.09163294 bohr^3
E_1 = 0.00465039 bohr^4
E_2 = 0.00404382 bohr^5
E_3 = 0.00673970 bohr^6
transform, formula    = -0.07038009-0.07351304j bohr^4
transform, quadrature = -0.07038009-0.07351304j bohr^4
water: R_OH = 0.96 angstrom = 1.814137 bohr, angle = 104.5 deg
RHF/6-31g**, Cartesian d: 25 orbitals, 42 primitives
RHF energy = -76.022985 hartree
q = [ 0.7 -1.1  1.9] bohr^-1
  F formula 3.534679-0.010082j, quadrature 3.534679-0.010082j e
q = [ 2.  3. -4.] bohr^-1
  F formula 1.586276+0.010622j, quadrature 1.586276+0.010622j e
largest orbital-pair deviation = 2.6e-07
F(0) = 10.000000 e
electronic <z> = 1.36084 e bohr, <z^2> = 6.5085 e bohr^2
dipole = 0.86045 e bohr = 2.1871 debye
Coulomb energy from F         = 46.816386 hartree
Coulomb energy from integrals = 46.816386 hartree
F along the twofold axis, e; q in bohr^-1, s=sin(theta)/lambda in 1/A
   q       s     molecule            free atoms
  0.5  0.0752  9.2331+0.6095j  9.0765+0.9379j
  1.0  0.1504  7.4015+0.8832j  7.0520+1.1532j
  2.0  0.3008  3.8810+0.4955j  3.7797+0.3966j
  3.0  0.4511  2.3246-0.0203j  2.4268-0.0367j
  4.0  0.6015  1.8374-0.1539j  1.9047-0.0823j
  6.0  0.9023  1.4898-0.0089j  1.4797+0.0083j
parts of F along the same axis, e: q, one-centre, two-centre
  0.0  8.8201  1.1799
  0.5  8.2161+0.0475j  1.0170+0.5619j
  1.0  6.7656+0.0191j  0.6359+0.8640j
  2.0  3.8923-0.1711j  -0.0112+0.6666j
  3.0  2.4731-0.2758j  -0.1485+0.2555j
  4.0  1.9188-0.2131j  -0.0814+0.0592j
  6.0  1.4922-0.0201j  -0.0024+0.0112j
orientation average of |F|^2, e^2: q, molecule, free atoms
  0.5  85.7628  83.2750
  1.0  56.2369  51.8267
  2.0  16.9582  16.2473
  3.0  6.4654  6.7317
  4.0  3.6729  3.7558
  6.0  2.1220  2.1227
H atom, q = 2 bohr^-1: basis 2.492e-01, exact 2.500e-01 e
H atom, q = 40 bohr^-1: basis 4.744e-09, exact 6.219e-06 e
```
